# Quasi-cubic valence levels of wurtzite and negative spin-orbit splitting from d states

## Two orbitals that circulate in opposite senses

Take the two orbitals \(x\) and \(y\) of a p shell, and the two orbitals \(yz\) and \(zx\) of a d shell. Angular momentum about \(z\), in units of \(\hbar\), is

\[
L_z=-i\left(x\,\partial_y-y\,\partial_x\right).
\]

It gives \(L_zx=iy\) and \(L_zy=-ix\), so that

\[
L_z(x+iy)=iy+i(-ix)=+(x+iy).
\]

The factor \(z\) is untouched by \(L_z\). Hence \(L_z(yz)=-i\,zx\), \(L_z(zx)=i\,yz\), and

\[
L_z(yz+i\,zx)=-i\,zx-yz=-(yz+i\,zx).
\]

The two combinations have the same form if \(yz\) is paired with \(x\) and \(zx\) with \(y\), but their angular momenta are opposite. A tetrahedral crystal makes just this pairing. Spin-orbit coupling on the d shell then opposes that on the p shell, although its coefficient is positive on both atoms.

## The pairing made by the tetrahedron

The d orbitals \(yz,zx,xy\) form the set \(t_2\); \(x^2-y^2\) and \(3z^2-r^2\) form the set \(e\). Let \(f\) be the quadratic polynomial of a d orbital and \(\mathbf n\) the unit vector along a bond. The coupling of \(f\) to the p orbital along axis \(a\) has a σ part and a π part, proportional to

\[
n_af(\mathbf n),\qquad \partial_af(\mathbf n)-2n_af(\mathbf n).
\]

The second is the component of the gradient perpendicular to the bond, because \(\mathbf n\cdot\nabla f=2f\) for a quadratic polynomial.

At wave vector \(k=0\) all bonds add without phase factors. The four directions are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). For \(a=x\) and \(f=yz\),

\[
\sum_{\mathbf n}n_xn_yn_z=\frac4{3\sqrt3}.
\]

For \(a=y\) and \(f=yz\) the sum is \(\sum n_y^2n_z=\tfrac13\sum n_z=0\). For \(e\), \(f(\mathbf n)=0\), since \(n_x^2=n_y^2=n_z^2\). The gradient is linear in \(\mathbf n\) and sums to zero, so the π part has the same pattern as the σ part. Thus \(x\) couples to \(yz\), \(y\) to \(zx\) and \(z\) to \(xy\), with one common strength \(V\), and \(e\) is uncoupled. In an octahedron every \(\mathbf n\) has a partner \(-\mathbf n\); both expressions are odd in \(\mathbf n\), and p–d mixing at \(k=0\) cancels.

Put the anion p level at zero and the cation d level at \(-D\), in an orthonormal basis. Each pair has the matrix

\[
\begin{pmatrix}0&V\\V&-D\end{pmatrix},\qquad
E_v=\frac{-D+R}{2},\qquad R=\sqrt{D^2+4V^2},
\]

where \(E_v\) is the upper, antibonding energy. For amplitudes \(a\) on p and \(b\) on d, the first row gives \(Vb=E_va\). The d weight is therefore

\[
w=b^2=\frac{E_v^2}{E_v^2+V^2}.
\]

The eigenvalue equation is \(V^2=E_v(E_v+D)\), so the denominator is \(E_v(2E_v+D)=E_vR\), and

\[
w=\frac{E_v}{R}=\frac12\left(1-\frac DR\right).
\]

## First order: p against d

Spin-orbit coupling is strong near nuclei, so I keep one-centre terms, \(\zeta_p\mathbf L\cdot\mathbf S\) on the anion and \(\zeta_d\mathbf L\cdot\mathbf S\) on the cation, with both \(\zeta\) positive. Let \(\mathbf l\) be the \(l=1\) angular momentum acting on the mixed triplet as if its members were \(x,y,z\).

The p part acts as \(+\mathbf l\). For the d part, the opening calculation gives \(-l_z\) on \(yz,zx\). The remaining orbital obeys \(L_z(xy)=-i(x^2-y^2)\), which lies in \(e\) and has no component in \(t_2\), just as \(l_zz=0\). Cyclic permutation gives the other two components, so \(\mathbf L\) projected on \(t_2\) is \(-\mathbf l\). Therefore

\[
H_{\rm so}=\lambda\,\mathbf l\cdot\mathbf S,\qquad
\lambda=(1-w)\zeta_p-w\zeta_d.
\]

With \(\mathbf J=\mathbf l+\mathbf S\),

\[
\mathbf l\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac34\right],
\]

which is \(\tfrac12\) for the quartet \(J=\tfrac32\), called \(\Gamma_8\), and \(-1\) for the doublet \(J=\tfrac12\), called \(\Gamma_7\). Defining \(\Delta_{\rm so}=E(\Gamma_8)-E(\Gamma_7)\),

\[
\Delta_{\rm so}=\tfrac32\left[(1-w)\zeta_p-w\zeta_d\right].
\]

It is negative when

\[
w>\frac{\zeta_p}{\zeta_p+\zeta_d}.
\]

A negative parameter thus means that the d contribution outweighs the p contribution. A light anion lowers the threshold because its \(\zeta_p\) is small.

## Second order: two neighbours of the valence top

**The e states.** Spin-orbit coupling has no first-order effect within \(e\), since \(\mathbf L\) has no matrix elements there, but it connects \(e\) with \(t_2\). The four spin-orbitals of \(e\) form one \(\Gamma_8\), so they can couple only to the \(\Gamma_8\) part of \(t_2\).

The strength follows from the free d shell. There \(\mathbf L\cdot\mathbf S\) has eigenvalue \(1\) six times (\(j=\tfrac52\)) and \(-\tfrac32\) four times (\(j=\tfrac32\)). The \(\Gamma_7\) doublet of \(t_2\) has no partner and takes two of the eigenvalues \(1\). Each of the four \(\Gamma_8\) components then has a two-by-two matrix in the basis \((t_2,e)\) with eigenvalues \(1\) and \(-\tfrac32\):

\[
\begin{pmatrix}-\tfrac12&m\\m^*&0\end{pmatrix},\qquad
-|m|^2=1\cdot\left(-\tfrac32\right),\qquad |m|^2=\tfrac32.
\]

The valence triplet has d weight \(w\), and the \(e\) states lie at \(E_d=-D\). Second-order perturbation theory shifts \(\Gamma_8\), and hence \(\Delta_{\rm so}\), by

\[
\Delta_{\rm so}^{(e)}=\frac{3w\zeta_d^2}{2(E_v-E_d)}.
\]

This is positive for \(e\) states below the valence top and opposes the reversal.

**The bonding triplet.** Its amplitudes are \(-b\) on p and \(a\) on d. Its coupling to the antibonding triplet is

\[
\left[-ab\,\zeta_p+ba(-\zeta_d)\right]\mathbf l\cdot\mathbf S
=-ab(\zeta_p+\zeta_d)\,\mathbf l\cdot\mathbf S.
\]

The square of \(\mathbf l\cdot\mathbf S\) is \(\tfrac14\) in \(\Gamma_8\) and \(1\) in \(\Gamma_7\). Both levels are pushed up from the bonding triplet, a distance \(R\) below, but \(\Gamma_7\) more:

\[
\Delta_{\rm so}^{(b)}=-\frac{3w(1-w)(\zeta_p+\zeta_d)^2}{4R}.
\]

## Weighing the terms: two cases

The following parameters are round model values and belong to no material. The full results come from numerical diagonalization of the \(16\times16\) matrix for three p and five d orbitals with spin.

**Case A: deep d states and a light anion.** Let \(D=4\) eV, \(V=2.5\) eV, \(\zeta_p=20\) meV and \(\zeta_d=100\) meV. Then \(R=\sqrt{16+25}=6.403\) eV and \(w=0.188\), just above the threshold \(20/120=0.167\). The first-order contributions are

\[
\tfrac32(0.81235)(20)=24.37\ \text{meV},\qquad
-\tfrac32(0.18765)(100)=-28.15\ \text{meV}.
\]

They sum to \(-3.78\) meV. The \(e\) states add \(0.54\) meV and the bonding triplet \(-0.26\) meV, for a total, from the unrounded terms, of \(-3.49\) meV; the full matrix gives \(-3.51\) meV. With \(\zeta_d=0\) and everything else unchanged, it gives \(+24.4\) meV. In this model the reversal therefore comes from spin-orbit coupling on the d shell, not from hybridization alone.

The result is a small difference of large terms. Its first-order slope is

\[
\frac{d\Delta_{\rm so}}{dw}=-\tfrac32(\zeta_p+\zeta_d)=-180\ \text{meV},
\]

so a change of \(0.01\) in \(w\) moves \(\Delta_{\rm so}\) by \(1.8\) meV, half its size. Lowering \(w\) by about \(0.02\) reverses the sign, so this close to the threshold even the sign is secure only if \(w\) is known better than that.

A numerical root search in \(V\) puts the sign change at \(w=0.1680\), slightly above threshold. At \(w=\tfrac16\), \(R=6\) eV and \(E_v=1\) eV, so the second-order terms are \(0.50-0.25=0.25\) meV. Cancelling them needs an extra weight \(0.25/180=0.0014\), close to the displacement \(0.1680-0.1667=0.0013\) found numerically.

**Case B: d states above p.** Let \(D=-1\) eV, \(V=1\) eV, \(\zeta_p=70\) meV and \(\zeta_d=100\) meV. Now \(w=0.724\), far above the threshold \(0.412\). The first-order terms are \(29.0\) and \(-108.5\) meV, with sum \(-79.5\) meV. The \(e\) states are only \(1.618-1=0.618\) eV below the valence top and contribute \(+17.6\) meV; the bonding triplet contributes \(-1.9\) meV. The unrounded terms total \(-63.9\) meV, and the full result rounds to the same value. That closeness is partly accidental. The first-order shift of \(\Gamma_8\), \(-79.5/3=-26.5\) meV, narrows the gap to \(e\) and gives a third-order term of about \(+17.6\times26.5/618=+0.75\) meV, while the repulsion from \(e\) has a fourth-order term \(-17.6^2/618=-0.5\) meV. These are the largest single terms. With the paths through the bonding triplet included, the third and fourth orders contribute \(+0.48\) and \(-0.46\) meV to \(\Delta_{\rm so}\), which nearly cancel for these parameters. Here the first-order formula gives the right sign but overestimates the magnitude by about a quarter of the full value.

## The crystal field of wurtzite

Wurtzite is built from nearly the same tetrahedra as zinc blende, stacked differently along one \([111]\) direction, which becomes the \(c\) axis. From here on \(z\) denotes that axis. Since \(\mathbf l\cdot\mathbf S\) is a scalar product, it keeps its form in the rotated axes.

The lower symmetry separates the axial orbital \(z\), put at energy zero, from the planar pair \(x,y\), put at \(\Delta_{\rm cr}\). Hopfield's quasi-cubic model keeps the cubic form of the spin-orbit term and ignores coupling to other bands:

\[
H=\Delta_{\rm cr}\left(1-|z\rangle\langle z|\right)+\tfrac23\Delta_{\rm so}\,\mathbf l\cdot\mathbf S.
\]

The factor \(\tfrac23\) restores the cubic splitting, because \(\tfrac23(\tfrac12+1)=1\). Set \(\delta=\Delta_{\rm so}/3\), label orbitals by \(l_z=1,0,-1\), and use

\[
\mathbf l\cdot\mathbf S=l_zS_z+\tfrac12(l_+S_-+l_-S_+).
\]

The state \(|1\uparrow\rangle\) is alone in having \(J_z=\tfrac32\). With its time-reversed partner it forms \(\Gamma_9\), at

\[
E_9=\Delta_{\rm cr}+2\delta\cdot\tfrac12=\Delta_{\rm cr}+\delta.
\]

The states \(|1\downarrow\rangle\) and \(|0\uparrow\rangle\) share \(J_z=\tfrac12\). Since \(l_+|0\rangle=\sqrt2\,|1\rangle\), their coupling is \(2\delta\cdot\tfrac12\cdot\sqrt2\), and the \(\Gamma_7\) block is

\[
\begin{pmatrix}\Delta_{\rm cr}-\delta&\sqrt2\,\delta\\ \sqrt2\,\delta&0\end{pmatrix},
\qquad
E_{7\pm}=\frac{\Delta_{\rm cr}-\delta}{2}\pm
\sqrt{\left(\frac{\Delta_{\rm cr}-\delta}{2}\right)^2+2\delta^2}.
\]

The time-reversed states give the same energies. The quantity under the root is

\[
\frac{\Delta_{\rm cr}^2-2\Delta_{\rm cr}\delta+9\delta^2}{4}
=\frac{(\Delta_{\rm cr}+3\delta)^2-8\Delta_{\rm cr}\delta}{4}.
\]

Subtracting from \(E_9\) and replacing \(3\delta\) by \(\Delta_{\rm so}\) gives Hopfield's levels:

\[
E_9-E_{7\pm}=\frac{\Delta_{\rm cr}+\Delta_{\rm so}}2\mp
\sqrt{\left(\frac{\Delta_{\rm cr}+\Delta_{\rm so}}2\right)^2-\frac23\Delta_{\rm cr}\Delta_{\rm so}}.
\]

## What the level order can and cannot tell

The two spacings have sum \(\Delta_{\rm cr}+\Delta_{\rm so}\) and product \(\tfrac23\Delta_{\rm cr}\Delta_{\rm so}\). If the parameters have opposite signs, the spacings do too, and \(\Gamma_9\) lies between the two \(\Gamma_7\) levels. If both are positive, \(\Gamma_9\) is highest; if both are negative, it is lowest.

For \(\Delta_{\rm cr}>0\) and \(|\Delta_{\rm so}|\ll\Delta_{\rm cr}\), the smaller spacing is approximately the product divided by the sum:

\[
E_9-E_{7+}\simeq\tfrac23\Delta_{\rm so},\qquad
E_9-E_{7-}\simeq\Delta_{\rm cr}+\tfrac13\Delta_{\rm so}.
\]

In the opposite limit, \(0<\Delta_{\rm cr}\ll\Delta_{\rm so}\), exchanging the parameters gives \(\tfrac23\Delta_{\rm cr}\) and \(\Delta_{\rm so}+\tfrac13\Delta_{\rm cr}\): a slightly split quartet above a distant doublet.

This exchange leaves both spacings unchanged in general. Energies alone therefore cannot say which parameter is which. The orbital character can. The second row of the \(\Gamma_7\) block gives \(\sqrt2\,\delta c_1=Ec_0\), and normalization gives the axial weight

\[
c_0^2=\frac{2\delta^2}{E^2+2\delta^2}.
\]

For dipole transitions to an s-like conduction state, light polarized along \(c\) detects this weight, while light polarized across \(c\) detects the planar part.

To see this in Case A, lower the anion p orbital along \(c\) by \(50\) meV. Without spin-orbit coupling the full matrix gives \(\Delta_{\rm cr}=40.56\) meV, close to \((1-w)\,50\) meV, since only the p part feels the shift. With \(\Delta_{\rm so}=-3.51\) meV, half the sum is \(18.53\) meV and the root is \(20.93\) meV. Hence

\[
E_9-E_{7+}=-2.40\ \text{meV},\qquad E_9-E_{7-}=39.45\ \text{meV}.
\]

The order from the top is \(\Gamma_7,\Gamma_9,\Gamma_7\). Diagonalizing the full matrix with both effects gives \(-2.41\) and \(39.45\) meV. This matrix is still the two-atom cubic one with a shifted p level. In the four-atom wurtzite cell the \(e\) states also couple to the out-of-phase combination of anion p orbitals, which alters the second-order \(e\) term for \(\Gamma_9\). For parameters like these the change is of the order of a tenth of a meV, too small to change the order here. Exchanging \(\Delta_{\rm cr}\) and \(\Delta_{\rm so}\) in the quasi-cubic model preserves the spacings, but changes the axial weight of the upper \(\Gamma_7\) from \(0.002\) to \(0.703\).

## When the quasi-cubic form fails

Suppose the planar orbitals have amplitudes \(a_\perp,b_\perp\) on p and on the \(t_2\) part of d, and the axial orbital \(a_z,b_z\). The lower symmetry also allows some \(e\) character in the planar pair. Since \(\mathbf L\) connects \(e\) with \(t_2\), this changes the spin-orbit terms in first order of the admixture. Along the \(c\) axis, \(L_z\) has a matrix element of magnitude \(\sqrt2\) between \(e\) and the planar \(t_2\) pair, so an \(e\) amplitude \(\epsilon\) changes the planar coefficient by up to \(2\sqrt2\,b_\perp\epsilon\,\zeta_d\). In Case A an \(e\) weight of only \(\epsilon^2=1.5\times10^{-4}\) gives \(1.5\) meV, comparable to \(|\lambda|=2.5\) meV, so near cancellation the admixture cannot safely be dropped. If it is neglected, the one-centre picture gives different coefficients in the diagonal and off-diagonal spin-orbit terms:

\[
\lambda_1=a_\perp^2\zeta_p-b_\perp^2\zeta_d,\qquad
\lambda_2=a_\perp a_z\zeta_p-b_\perp b_z\zeta_d.
\]

The quasi-cubic model requires \(\lambda_1=\lambda_2\). Near cancellation of p and d terms, a small difference in mixing can make their relative difference large. For large positive \(\Delta_{\rm cr}\), however, the order of the upper two levels is governed mainly by \(\lambda_1\), because \(\lambda_2\) enters in second order:

\[
E_9-E_{7+}\simeq\lambda_1-\frac{\lambda_2^2}{2\Delta_{\rm cr}}.
\]

The model also omits cation p states, whose spin-orbit contribution to the triplet is positive, and coupling to more distant bands.

## ZnO and CuCl

In ZnO the anion is light, so \(\zeta_p\) is small, and the filled Zn 3d states lie several electronvolts below the valence top. Case A shows how a modest admixture of such states can reverse the sign. The negative \(\Delta_{\rm so}\) belongs to the assignment \(\Gamma_7,\Gamma_9,\Gamma_7\) with \(\Delta_{\rm cr}>0\). That assignment has been disputed; with \(\Gamma_9\) on top and the same sign of \(\Delta_{\rm cr}\), the parameter would be positive.

CuCl in its usual form is zinc blende, so \(\Delta_{\rm cr}=0\) and the negative parameter means that \(\Gamma_7\) lies above \(\Gamma_8\). Its Cu 3d states lie high and dominate the upper valence band, as in Case B. The d contribution then prevails by a wide margin, while the \(e\) states below the valence top reduce the splitting. The size of that reduction varies inversely with their distance, and the \(0.618\) eV of Case B is a model value, not that of the crystal. The two crystals share the sign reversal of \(\mathbf L\) in \(t_2\), and the two model cases illustrate the two regimes, near the balance of p and d terms and well beyond it. Their parameters were chosen, not derived, so where each crystal lies must be settled from its actual \(w\), \(\zeta_p\) and \(\zeta_d\), together with the cation p term omitted here.
